# Do more orthogonalized plane waves always improve a valence level?

## The argument under review

Imagine a manuscript, invented here for the sake of the discussion, that computes valence levels with orthogonalized plane waves (OPWs) and defends its large basis in three sentences. "Every basis function is orthogonal to the core, so the lowest root is the valence level. By the variational principle, an added function can only lower that root. Hence more orthogonalized plane waves always improve the result." A footnote qualifies this: "With exact core states the set is linearly dependent, and with inexact ones the lowest root collapses toward the core levels."

That an added function cannot raise the lowest root is correct. To conclude that the result improves, one also needs a floor under the root, and the floor must be the valence level. The argument and its footnote can both be judged by asking where the root goes as the set grows.

I use Hartree atomic units and a fixed one-electron Hamiltonian \(H=T+V\) with a smooth, bounded periodic potential. Consider one wave vector and one symmetry, with nondegenerate levels \(E_0<E_1<E_2\ldots\) and eigenstates \(|n\rangle\). There is one core level, \(E_0\), and the wanted valence level is \(E_1\). Let \(|c\rangle\) be a normalized core function with finite kinetic energy, not yet assumed exact, and let \(Q=1-|c\rangle\langle c|\). The OPWs are

\[
|X_G\rangle=Q|G\rangle=|G\rangle-b_G|c\rangle,\qquad b_G=\langle c|G\rangle ,
\]

where \(|G\rangle\) are orthonormal plane waves and phases are chosen so that \(b_G\) is real. \(P\) projects on the \(N\) plane waves in use.

## Is the set linearly dependent?

Since \(Q^2=Q\), the overlap matrix is

\[
S_{GG'}=\langle G|Q|G'\rangle=\delta_{GG'}-b_Gb_{G'} .
\]

Define \(\beta=\sum_G b_G^2=\langle c|P|c\rangle\), the core weight inside the plane-wave set, and \(s=1-\beta\), the weight outside it. Then \(Sb=b-b\beta=s\,b\), while \(Sv=v\) for every \(v\) orthogonal to \(b\). The eigenvalues are therefore \(s\), once, and 1, \(N-1\) times.

A finite set is linearly independent whenever \(s>0\), that is, unless the core function is itself a sum of the chosen plane waves. The eigenvector \(b\) gives the combination

\[
\sum_G b_G|X_G\rangle=QP|c\rangle,\qquad \|QPc\|^2=b^{T}Sb=\beta s .
\]

As the set becomes complete, \(\beta\to1\), and this combination tends to \(Q|c\rangle=0\). The infinite set is thus linearly dependent. The derivation never used \(H|c\rangle=E_0|c\rangle\), so the footnote is wrong to attach the dependence to exact core states: it follows from projecting any one normalizable function out of a complete set.

The near-null combination has a definite physical content. With \(|t\rangle=(1-P)|c\rangle\), so that \(\|t\|^2=s\),

\[
QP|c\rangle=P|c\rangle-\beta\,(P|c\rangle+|t\rangle)=s\,P|c\rangle-\beta|t\rangle .
\]

The two parts have squared norms \(s^2\beta\) and \(\beta^2s\). After division by \(\beta s\), a fraction \(\beta\) of the weight lies outside the plane-wave cutoff \(E_{\rm cut}\). The mean energy \(K\) of the normalized combination then obeys \(K\ge\beta E_{\rm cut}+V_{\min}\). With true matrix elements, the nearly dependent direction is a state of high energy.

## Exact core: the claim holds in exact arithmetic

Let \(|c\rangle=|0\rangle\). All OPWs are orthogonal to the core eigenstate, so every state \(\phi\) in their span satisfies \(\langle\phi|H|\phi\rangle\ge E_1\langle\phi|\phi\rangle\). The floor is the valence level. The spans are nested as \(N\) grows, so the lowest root cannot rise. It converges to \(E_1\), because \(QP|1\rangle\) lies in the span and tends to \(Q|1\rangle=|1\rangle\), in norm and in energy.

One can also compare with bare plane waves. The space spanned by the plane waves and \(|c\rangle\) equals the span of \(|c\rangle\) and the OPWs, and \(H\) does not couple these two parts. Its roots are \(E_0\) and the OPW roots, so its second root is the lowest OPW root. It contains the plane-wave space, whence by the min-max principle the lowest OPW root is never above the second plane-wave root of the same set.

Here linear dependence does no harm by itself. Errors in the matrix elements are another matter. An error \(-\epsilon\) in the direction \(b/\sqrt\beta\), whose overlap is \(s\), moves the energy of that direction by \(-\epsilon/s\). While \(\epsilon/s\) is small compared with \(K-E_1\), that direction stays well above the valence level and no spurious root appears. The valence root still moves, to first order by \(-\epsilon/s\) times its weight on the normalized near-null combination, and this shift need not be negligible: in the model below, at 13 stars, lowering that direction by 13% of \(K-E_1\) lowers the root by 0.04 Ha.

## Inexact core, true matrix elements: a wrong floor

Now let the core function be \(|d\rangle\), with \(w_n=|\langle n|d\rangle|^2\) and \(w_0,w_1>0\), and let \(\langle X_G|H|X_{G'}\rangle\) be evaluated without assuming that \(d\) is an eigenstate. The limit of the lowest root is the lowest level \(\mu\) of \(H\) among all states orthogonal to \(d\). Stationarity of the energy, with a multiplier \(\lambda\) for the constraint, gives

\[
(H-\mu)|\phi\rangle=\lambda|d\rangle
\quad\Rightarrow\quad
\langle n|\phi\rangle=\frac{\lambda\langle n|d\rangle}{E_n-\mu}.
\]

Inserting this into \(\langle d|\phi\rangle=0\) yields

\[
f(\mu)=\sum_n\frac{w_n}{E_n-\mu}=0 .
\]

Below \(E_0\) every term is positive and there is no root. Between \(E_0\) and \(E_1\) the derivative \(\sum_n w_n/(E_n-\mu)^2\) is positive, and \(f\) rises from \(-\infty\) to \(+\infty\). There is one root, so \(E_0<\mu<E_1\).

How far can it fall? The part of \(|0\rangle\) orthogonal to \(d\) has squared norm \(1-w_0\). A normalized \(\phi\) orthogonal to \(d\) thus has core weight \(p\le1-w_0\), and its energy is at least \(pE_0+(1-p)E_1\). Therefore

\[
\mu\ \ge\ E_1-(1-w_0)(E_1-E_0)=E_0+w_0(E_1-E_0).
\]

The level reaches \(E_0\) only if \(w_0=0\), when \(d\) contains nothing of the core state. The case \(|d\rangle=\cos\theta|0\rangle+\sin\theta|1\rangle\) attains the bound: \(\cos^2\theta\,(E_1-\mu)+\sin^2\theta\,(E_0-\mu)=0\) gives

\[
\mu=E_1-\sin^2\theta\,(E_1-E_0).
\]

So the footnote's collapse does not occur in this formulation for a reasonable core function. The root converges smoothly to a wrong value. Because the core-valence gap is large, a small missing weight can still cost a noticeable energy.

## The eigenvalue shortcut with a wrong core energy

Expanding \(QHQ\) gives \(H-|c\rangle\langle c|H-H|c\rangle\langle c|+|c\rangle\langle c|H|c\rangle\langle c|\). If \(H|c\rangle=E_c|c\rangle\), the last three terms combine to \((-1-1+1)E_c|c\rangle\langle c|\), and the secular problem becomes

\[
(H_N-E_c\,bb^{T})v=E\,(1-bb^{T})v ,
\]

with \(H_N\) the plane-wave matrix. This shortcut is economical, but with inexact data its left side is no longer the matrix of \(H\) in the OPW basis, and the floors found above are no longer guaranteed.

Take first the exact function and a wrong energy, \(E_c=E_0+D\). This happens, for instance, when \(E_c\) comes from an atom and the crystal shifts the potential by a constant \(-D\) over the core region. The left matrix is the correct one minus \(D\,bb^T\). The Rayleigh quotient at \(v=b\) has denominator \(\beta s\) and extra numerator \(-D\beta^2\), so the lowest root obeys

\[
E_{\rm low}\le K-\frac{D\beta}{s}.
\]

For a lower bound with \(D>0\), write \(v=x\,b/\sqrt\beta+v_\perp\). Then \((b^Tv)^2=\beta x^2\) and \(v^TSv=sx^2+|v_\perp|^2\ge sx^2\), so \((b^Tv)^2\le(\beta/s)\,v^TSv\). The correct matrix contributes at least \(E_1v^TSv\), and

\[
E_1-\frac{D\beta}{s}\ \le\ E_{\rm low}\ \le\ K-\frac{D\beta}{s}.
\]

Moreover \(sK=\langle QPc|H|QPc\rangle/\beta\to0\), since \(QPc\) vanishes in norm and in kinetic energy. Hence \(sE_{\rm low}\to-D\): for \(D>0\) the root falls as \(-D/s\), without limit. The core level does not stop it. The trouble becomes severe when \(s\) drops to about \(D/(K-E_1)\).

The valence level survives as the second root. Coefficient vectors orthogonal to \(b\) represent plane-wave sums orthogonal to \(c\); on them the overlap is 1 and the left matrix is \(H_N\). Their lowest root is at least \(E_1\), and by interlacing the second root of the full problem is no lower. For an upper bound, combine \(b\) with a vector \(v\) from this subspace that tends to \(|1\rangle\). In the resulting two-by-two problem the upper root exceeds \(\langle v|H|v\rangle\) by at most the squared coupling over the separation,

\[
\frac{|\langle Pc|H|v\rangle|^2/(\beta s)}{\langle v|H|v\rangle-K+D\beta/s}\ \to\ \frac{|\langle 0|H|1\rangle|^2}{D}=0 .
\]

For \(D<0\) the term \(|D|\,bb^T\) is added to the correct matrix. The lowest root then stays at or above \(E_1\) and converges to it, as the same vectors \(v\) show. The sign of the core-energy error matters.

## The shortcut with an inexact core function

One might hope that \(E_c=\langle d|H|d\rangle\) removes the divergence. It removes the \(1/s\) term, but the residual \(|h\rangle=(H-E_c)|d\rangle\), which is orthogonal to \(d\), leaves another. I assume \(d\) smooth enough that \(Td\) is normalizable and \(h\) has finite kinetic energy.

Normalize the near-null direction as \(e=b/\sqrt{\beta s}\), so that \(e^TSe=1\). With \(P|d\rangle=|d\rangle-|t\rangle\), its diagonal element is \(\delta/(\beta s)\), where

\[
\delta=b^TH_Nb-E_c\beta^2=-2\langle t|H|d\rangle+\langle t|H|t\rangle+E_c(2s-s^2).
\]

Here \(|\langle t|H|d\rangle|\le\sqrt s\,\|(1-P)Hd\|\), and \(\langle t|T|t\rangle=\langle t|T|d\rangle\le\sqrt s\,\|(1-P)Td\|\), because \(T\) is diagonal in plane waves. Both norms on the right vanish in the limit, and the remaining terms are of order \(s\). So \(\delta/\sqrt s\to0\), and the diagonal element is small compared with \(1/\sqrt s\).

The coupling of \(e\) to the vectors orthogonal to \(b\) has total strength \(\kappa\). It is the norm of \(HP|d\rangle\), projected on those vectors, over \(\sqrt{\beta s}\). Since \(HP|d\rangle\to H|d\rangle\), and removing the part along \(d\) leaves \(h\), we have \(\kappa\sqrt s\to\|h\|\).

A two-by-two matrix with diagonal elements \(p,q\) and coupling \(\kappa\) has the lower root

\[
\frac{p+q}{2}-\sqrt{\frac{(p-q)^2}{4}+\kappa^2}\ \simeq\ -\kappa\qquad(|p|,|q|\ll\kappa).
\]

Choosing the second vector along the coupling, where \(q\) stays finite, gives an upper bound on the lowest root. Replacing the whole remaining block by its lower bound \(E_0\) gives a lower bound. Both have the same leading behaviour, so

\[
E_{\rm low}\simeq-\frac{\|h\|}{\sqrt s}\qquad(s\to0).
\]

An additional error \(D>0\) in \(E_c\) restores the faster fall \(-D/s\). With \(D<0\) the near-null direction rises as \(|D|/s\), and eliminating it leaves the finite term \(-|h\rangle\langle h|/|D|\) in the remaining block. The lowest root then has a finite limit, but one that depends on the chosen \(E_c\).

## A crystal of Gaussian wells

A model shows the sizes. Wells \(-V_0e^{-r^2/2\sigma^2}\), with \(V_0=20\) Ha and \(\sigma=0.5\) bohr, sit on a simple cubic lattice with constant 4 bohr. I take fully symmetric states at the zone centre, so each basis function is a normalized sum over a star of equivalent plane waves, and \(N\) counts stars. Diagonalization in 226 stars (7153 plane waves) supplies the reference levels \(E_0=-8.561\) Ha and \(E_1=-0.3213\) Ha. Their gap is \(8.240\) Ha, or 224.2 eV. "Exact core" means the lowest eigenvector in this finite reference set.

The lowest roots for the exact core function, in Ha, are as follows. The last column uses the shortcut with \(D=0.05\) Ha.

| \(N\) | \(s\) | correct \(E_c\) | \(E_c\) too high |
|---:|---:|---:|---:|
| 1 | 0.94 | −0.1479 | −0.1508 |
| 4 | 0.40 | −0.2798 | −0.2949 |
| 13 | 0.031 | −0.3199 | −0.3624 |
| 25 | \(1.49\times10^{-3}\) | −0.3213 | −8.21 |
| 52 | \(1.46\times10^{-5}\) | −0.3213 | −3375 |
| 106 | \(1.61\times10^{-8}\) | −0.3213 | \(-3.11\times10^{6}\) |

With correct data the root settles from above, and quickly: at 13 stars the second plane-wave root is still at \(-0.133\) Ha. With the wrong core energy the result first improves and then deteriorates. At 25 stars \(K=26.8\) Ha, so the upper bound is \(26.8-0.05\times0.9985/0.001486=-6.8\) Ha; coupling to the other functions lowers the root further, to \(-8.2\) Ha. At 106 stars the second root is \(-0.3213\) Ha, the valence level. There \(K=98.9\) Ha, so an unfavourable matrix-element error of about \(99.2\times1.61\times10^{-8}=1.6\times10^{-6}\) Ha along the near-null direction would bring even the correct calculation's high state down to the valence level.

For an inexact core I take \(d\propto e^{-\alpha r^2/2}\) around each site. Minimizing the energy of one such function in one well,

\[
\frac{3\alpha}{4}-V_0\left(\frac{\alpha}{\alpha+1/(2\sigma^2)}\right)^{3/2},
\]

gives \(\alpha=6.353\) bohr\(^{-2}\). I deliberately use 1.5 times this value, a core that is too contracted. It has \(w_0=0.936\), \(E_c=\langle d|H|d\rangle=-7.882\) Ha and \(\|h\|=2.717\) Ha. The lowest roots, in Ha, are:

| \(N\) | true \(H\) | shortcut | \(-\|h\|/\sqrt s\) |
|---:|---:|---:|---:|
| 1 | −0.248 | −0.439 | −2.75 |
| 4 | −0.518 | −2.76 | −3.48 |
| 13 | −0.539 | −8.52 | −8.79 |
| 25 | −0.540 | −29.7 | −34.6 |
| 106 | −0.540 | −36172 | −36409 |

The true-\(H\) column looks like a well-converged calculation, yet its limit \(\mu=-0.540\) Ha lies 0.218 Ha (5.9 eV) below \(E_1\). The bound allows a fall of at most \((1-0.936)\times8.240=0.53\) Ha. The Gaussian of lowest one-well energy, with \(w_0=0.996\), still leaves \(\mu\) 0.29 eV too low. A low core energy is not the criterion, however: in this model a slightly wider Gaussian, chosen orthogonal to \(|1\rangle\), leaves no error. The valence state itself then satisfies the constraint, and every state orthogonal to both \(d\) and \(|1\rangle\) has energy at least \(E_2-(1-w_0)(E_2-E_0)\), which lies above \(E_1\) because \(w_0\) is still close to one.

The shortcut column shows how an impression of collapse toward the core level could arise. At 13 stars the root is \(-8.52\) Ha, within 0.05 Ha of \(E_0\). The next set shown takes it to \(-29.7\) Ha: the agreement was a passage, not a limit.

## What the manuscript should change

Discarding the overlap eigenvector with eigenvalue \(s\) leaves vectors with \(b^Tv=0\), on which \(E_c\) drops out of the secular problem. For the exact core function this removes the runaway root and still converges to \(E_1\). In the model, the 106-star set with \(D=0.05\) Ha then gives \(-0.3213\) Ha. For an inexact function the remaining states are still orthogonal to \(d\), so the limit is \(\mu\), and the error of the core function stays.

A remedy for that error is to keep \(d\) as an additional basis function beside the unprojected plane waves, with true matrix elements throughout, and to read the second root. By the min-max principle this root is never below \(E_1\), whatever \(d\) is, and never above the second root of the plane waves alone. With the same contracted Gaussian it is \(-0.3188\) Ha at 4 stars and \(-0.3211\) Ha at 13. An imperfect core function then changes the rate of convergence but not the limit. The change can go either way: in the model this root is closer to \(E_1\) than the exact-core root up to 13 stars, and slightly farther from it at 25 and 52. The overlap matrix of this basis has the eigenvalues \(1\pm\sqrt\beta\) besides ones, so near-dependence remains and rounding must still be watched.

The claim in the manuscript should therefore be restricted to exact core functions, consistent matrix elements and sufficient numerical precision. The footnote should separate two failures: with true matrix elements, convergence to a level between core and valence; with the eigenvalue shortcut, a root that can fall past every level. A stable lowest root excludes the runaway over the sets examined, but gives no protection against the first failure, nor against the finite, \(E_c\)-dependent limit that the shortcut gives for an inexact function with \(D<0\).
